# Thermal Stress in a Film Cooled on a Thick Substrate

## Problem

A film is deposited at $T_d=800$ K on a much thicker substrate, and the pair is then cooled uniformly to $T_0=300$ K. At the deposition temperature the film is free of stress. Film and substrate are isotropic and linearly elastic, with constants that do not change with temperature:

- film: Young modulus $E_f=150$ GPa, Poisson ratio $\nu_f=0.25$, thickness $h_f=0.5$ µm;
- substrate: $E_s=120$ GPa, $\nu_s=0.20$, $h_s=500$ µm.

The linear expansion coefficients do vary with temperature:

$$\alpha_i(T)=a_i+b_i(T-T_0),\qquad i=f,s,$$

with $a_f=8\times10^{-6}$ K$^{-1}$, $b_f=4\times10^{-9}$ K$^{-2}$, $a_s=3\times10^{-6}$ K$^{-1}$ and $b_s=2\times10^{-9}$ K$^{-2}$. These are round model parameters, not data for a particular material.

The film adheres without slipping, and it neither yields, creeps, cracks nor changes phase. Tension counts as positive.

(a) Find the in-plane stress in the film at $T_0$, far from its edges, treating the substrate as infinitely thick.

(b) Find how much the finite thickness of the substrate changes this stress, first if the substrate is held flat and then if it is free to bend.

(c) Find the curvature that the free substrate acquires on cooling.

## A tempting solution to part (a)

Detached from each other, the film would shrink by the strain $\int\alpha_f\,dT$ and the substrate by $\int\alpha_s\,dT$. The thick substrate imposes its own contraction, so the film is stretched by the difference. With $\Delta=T_d-T_0=500$ K,

$$\varepsilon_m=\int_{T_0}^{T_d}(\alpha_f-\alpha_s)\,dT=4.50\times10^{-3}-1.75\times10^{-3}=2.75\times10^{-3}.$$

Stress is Young's modulus times strain, hence

$$\sigma=E_f\varepsilon_m=(150\ \text{GPa})(2.75\times10^{-3})=412.5\ \text{MPa}.$$

## Where it fails

The strain is right; the last line is not. The relation $\sigma_x=E_f\varepsilon_x$ describes a bar pulled along $x$ whose sides are free, so that $\sigma_y=\sigma_z=0$. Such a bar becomes narrower as it is pulled: its elastic strain along $y$ is $-\nu_f\varepsilon_x$, which is negative here.

The film is not free to do this. The substrate contracts equally along $x$ and $y$, and the film is bonded to it in both directions. Its elastic strain along $y$ must therefore be $+\varepsilon_m$, the same as along $x$. A stress $\sigma_y$ is needed to produce it. Through the Poisson effect, that stress tends to shorten the film along $x$, so $\sigma_x$ must be larger than $E_f\varepsilon_m$ to keep the required stretch. The tempting solution has satisfied the bonding condition in one direction and violated it in the other.

## Correct solution to part (a)

### The strain imposed by the substrate

The expansion coefficient is defined by $dL/dT=\alpha L$, where $L$ is the length of a stress-free piece. Dividing by $L$ and integrating from $T_d$ down to $T_0$ gives

$$\ln\frac{L_i(T_0)}{L_i(T_d)}=\int_{T_d}^{T_0}\alpha_i\,dT=-A_i,\qquad A_i=\int_{T_0}^{T_d}\alpha_i\,dT.$$

Take film and substrate pieces of equal length $L_0$ at $T_d$. After cooling, their natural lengths are $L_0e^{-A_f}$ and $L_0e^{-A_s}$. The bonded film has the length of the substrate, so it is stretched relative to its own natural length by the factor

$$\frac{L_0e^{-A_s}}{L_0e^{-A_f}}=e^{A_f-A_s}.$$

The logarithm of this factor is the logarithmic strain, $\varepsilon_m=A_f-A_s$. The engineering strain, which is the change of length divided by the natural length, is

$$e^{\varepsilon_m}-1=\varepsilon_m+\tfrac12\varepsilon_m^2+\dots$$

For the present numbers it is $2.754\times10^{-3}$, larger than $\varepsilon_m$ by 0.14 percent of $\varepsilon_m$. Linear elasticity does not distinguish between the two measures, so a difference of this size lies outside its accuracy. I use $\varepsilon_m$ from here on.

With $\theta=T-T_0$, the integral for each layer is

$$A_i=\int_0^\Delta(a_i+b_i\theta)\,d\theta=a_i\Delta+\tfrac12b_i\Delta^2.$$

Numerically,

$$A_f=(8\times10^{-6})(500)+\tfrac12(4\times10^{-9})(500)^2=4.50\times10^{-3},$$

$$A_s=(3\times10^{-6})(500)+\tfrac12(2\times10^{-9})(500)^2=1.75\times10^{-3}.$$

Their difference is $\varepsilon_m=2.75\times10^{-3}$. It is positive because the film would have contracted more than the substrate allows.

### The stress that produces this strain

Let $z$ be normal to the film. Far from the edges nothing depends on $x$ or $y$, so the balance of forces along $z$ reduces to $d\sigma_z/dz=0$. The normal stress is thus uniform through the film, and since the top surface carries no load, $\sigma_z=0$ throughout.

Hooke's law for the elastic strains in the plane then reads

$$E_f\varepsilon_x=\sigma_x-\nu_f\sigma_y,\qquad E_f\varepsilon_y=\sigma_y-\nu_f\sigma_x.$$

Both strains equal $\varepsilon_m$. Subtracting the second equation from the first gives

$$0=(1+\nu_f)(\sigma_x-\sigma_y).$$

Because $1+\nu_f$ is not zero, $\sigma_x=\sigma_y=\sigma$: the stress is equi-biaxial. Either equation now becomes $E_f\varepsilon_m=(1-\nu_f)\sigma$, so that

$$\boxed{\sigma=M_f\int_{T_0}^{T_d}(\alpha_f-\alpha_s)\,dT,\qquad M_f=\frac{E_f}{1-\nu_f}.}$$

The quantity $M_f$ is the biaxial modulus. If the expansion coefficients are constant, the result reduces to $\sigma=M_f(\alpha_f-\alpha_s)(T_d-T_0)$.

For the given film,

$$M_f=\frac{150\ \text{GPa}}{1-0.25}=200\ \text{GPa},$$

$$\sigma=(200\ \text{GPa})(2.75\times10^{-3})=550\ \text{MPa}=0.55\ \text{GPa}.$$

The film is in tension. The tempting value was too small by the factor $E_f/M_f=1-\nu_f=0.75$, an error of $-25$ percent relative to the correct stress.

### Limits and sign

For $\nu_f\to0$ the two in-plane directions do not influence each other, and $M_f\to E_f$. For an incompressible film, $\nu_f\to\tfrac12$, the modulus is $2E_f$. It remains finite because the film can still change its thickness.

That change follows from the third component of Hooke's law with $\sigma_z=0$:

$$\varepsilon_z=-\frac{2\nu_f\sigma}{E_f}=-\frac{2\nu_f}{1-\nu_f}\varepsilon_m=-\frac{0.50}{0.75}(2.75\times10^{-3})=-1.83\times10^{-3}.$$

This is the elastic part of the normal strain, measured from the stress-free film at $T_0$. The thermal contraction $-A_f$ comes in addition if the thickness is compared with that at $T_d$. A diffraction measurement of the lattice spacing along the normal, compared with a stress-free sample at the same temperature, would see the elastic part.

If the substrate contracts more than the film, $\varepsilon_m$ is negative and cooling leaves the film in compression. If both contract equally, there is no thermal stress, however different their stiffnesses are. The elastic constants set the size of the response, but the difference in contraction drives it.

### The temperature dependence of the expansion

A second shortcut is to use the correct modulus but the expansion coefficients at $T_0$ alone:

$$M_f(a_f-a_s)\Delta=(200\ \text{GPa})(5\times10^{-6}\ \text{K}^{-1})(500\ \text{K})=500\ \text{MPa}.$$

This is 9.1 percent below the correct value. The missing 50 MPa is the term $\tfrac12M_f(b_f-b_s)\Delta^2$. It is positive because the difference between the two coefficients is larger at high temperature.

For coefficients linear in $T$, the mismatch strain can be rearranged as

$$\varepsilon_m=\Delta\left[(a_f-a_s)+(b_f-b_s)\frac{\Delta}{2}\right].$$

The bracket is $\alpha_f-\alpha_s$ at the middle of the temperature interval. Midpoint values therefore give the correct strain in this linear model; for a general temperature dependence the integral is needed.

## Part (b): a substrate of finite thickness

Let $\sigma_0=M_f\varepsilon_m$ denote the stress found above. The stretched film pulls on the substrate with a force per unit width $\sigma h_f$. The substrate deforms elastically under this pull, which relieves some of the stretch.

### Held flat

Suppose that the substrate is prevented from bending but may change its lateral size. No net in-plane force acts on the pair, so the uniform substrate stress $\sigma_s$ obeys

$$\sigma h_f+\sigma_sh_s=0,\qquad \sigma_s=-\sigma\frac{h_f}{h_s}.$$

The substrate is also loaded equally along $x$ and $y$, with no normal stress. Its elastic strain is therefore $\sigma_s/M_s$, where $M_s=E_s/(1-\nu_s)=120/0.80=150$ GPa. The film follows this additional strain, and its own elastic strain becomes $\varepsilon_m+\sigma_s/M_s$. Multiplication by $M_f$ gives

$$\sigma=\sigma_0-q\sigma,\qquad q=\frac{M_fh_f}{M_sh_s},$$

and hence

$$\sigma=\frac{\sigma_0}{1+q}.$$

Here $q=(200/150)(0.5/500)=1.33\times10^{-3}$, and the stress falls by 0.13 percent, from 550 to 549.3 MPa. The relative change is the meaningful result here and below. The absolute stress is fixed by linear elasticity only to a few tenths of a percent: the engineering strain would give $\sigma_0=550.8$ MPa, and dividing by the elastic volume ratio $e^{2\varepsilon_m+\varepsilon_z}$, to refer the stress to the deformed film, would give 548.0 MPa.

### Free to bend

The film pulls at one face of the substrate, not at its middle, so a free substrate also bends. Put $z=0$ at the middle of the substrate and the film at $z\approx h_s/2$. Let the elastic strain in the substrate be $e_0+gz$, equal along $x$ and $y$; its stress is then $M_s(e_0+gz)$.

The total force must vanish. The term in $z$ integrates to zero over the substrate, which leaves

$$\sigma h_f+M_sh_se_0=0,\qquad e_0=-\frac{\sigma h_f}{M_sh_s}.$$

The total moment about $z=0$ must vanish as well. Now the constant term integrates to zero, and $\int_{-h_s/2}^{h_s/2}z^2dz=h_s^3/12$, so

$$\sigma h_f\frac{h_s}{2}+M_sg\frac{h_s^3}{12}=0,\qquad g=-\frac{6\sigma h_f}{M_sh_s^2}.$$

At the film side the substrate strain is

$$e_0+g\frac{h_s}{2}=-\frac{\sigma h_f}{M_sh_s}-\frac{3\sigma h_f}{M_sh_s}=-\frac{4\sigma h_f}{M_sh_s}.$$

Bending thus adds three times the strain that uniform compression gives. The film strain is $\varepsilon_m$ plus this negative amount. After multiplication by $M_f$,

$$\sigma=\sigma_0-4q\sigma,\qquad \sigma\approx\sigma_0(1-4q)$$

to first order in the thickness ratio. The lever arm of the film was taken as $h_s/2$ instead of $(h_s+h_f)/2$, and the variation of strain across the film was neglected. Both alter the small correction by a fraction of order $h_f/h_s$.

The predicted reduction is $4q=0.53$ percent. A numerical calculation for a two-layer plate of the given thicknesses, without these approximations, gives a mean film stress of 547.1 MPa, which is 0.53 percent below 550 MPa. That calculation minimizes the three-dimensional elastic energy with respect to the membrane strain, the strain gradient and the normal strains. It does not presuppose the biaxial modulus. When the thickness ratio is lowered to $10^{-6}$, its stress agrees with $M_f\varepsilon_m$ to within the tested relative tolerance of $10^{-5}$.

The condition for a "much thicker" substrate is therefore $4q\ll1$ when it can bend, in addition to $h_f\ll h_s$, which the derivation assumed. A stiff film on a compliant substrate may violate $4q\ll1$ even though $h_f\ll h_s$.

## Part (c): the curvature

The gradient $g$ is negative for a tensile film: the side carrying the film becomes shorter than the opposite side. The plate bends so that the film side is concave. A layer at height $z$ changes its length in proportion to $1+gz$, which for concentric arcs means a curvature of magnitude $\kappa=|g|$. Thus

$$\boxed{\kappa=\frac{6|\sigma|h_f}{M_sh_s^2}.}$$

This is Stoney's equation. With the thick-substrate stress it gives

$$\kappa=\frac{6(550\times10^6\ \text{Pa})(0.5\times10^{-6}\ \text{m})}{(150\times10^9\ \text{Pa})(500\times10^{-6}\ \text{m})^2}=0.0440\ \text{m}^{-1},$$

or a radius of curvature of 22.7 m.

The layered-plate calculation gives $0.0438\ \text{m}^{-1}$, which is 0.43 percent smaller. Two first-order effects account for this. The film stress is lower by 0.53 percent, while the full lever arm $(h_s+h_f)/2$ exceeds $h_s/2$ by the fraction $h_f/h_s$, or 0.10 percent. The net change is $-0.53+0.10=-0.43$ percent. This comparison holds within the linear model, which keeps the thicknesses fixed. If the given thicknesses are those at $T_d$, cooling reduces $h_f$ by $A_f+|\varepsilon_z|=0.63$ percent and $h_s$ by $A_s=0.18$ percent, so $h_f/h_s^2$ changes by $-0.28$ percent, an amount of the same order that the model neglects.

### Reading the curvature as a measurement

Solved for the stress, Stoney's equation is

$$|\sigma|=\frac{M_sh_s^2\kappa}{6h_f}.$$

The modulus of the film does not appear. Curvature measures the force that the film exerts, and the substrate serves as the calibrated spring. The thicknesses and the substrate modulus must be known. Since $h_s$ enters squared, a small relative error in it appears doubled in the stress.

A substrate may already be curved before cooling, and a film may carry stress from its growth. The thermal part is then obtained from the change of signed curvature between $T_d$ and $T_0$, not from the final curvature alone.

The spherical shape assumed here also needs a small deflection. On a sphere of curvature $\kappa$, a circle at arc distance $s$ from the centre has the circumference $(2\pi/\kappa)\sin(\kappa s)\approx2\pi s(1-\kappa^2s^2/6)$. A flat plate can take this shape only with in-plane strains of order $\kappa^2s^2/6$. They are negligible beside the bending strain at the surface, $\kappa h_s/2$, if $\kappa s^2\ll3h_s$. The deflection $\kappa s^2/2$ at the rim must therefore be small compared with the substrate thickness. For the present numbers it is 55 µm, or $0.11h_s$, on a disc of radius 50 mm, but $0.44h_s$ at a radius of 100 mm, where the condition is no longer well met and Stoney's equation overestimates the curvature.

## When the stress formula must be changed

**Growth stress.** If the film already has an equi-biaxial stress $\sigma_g$ at $T_d$, linear elasticity with constant moduli permits superposition: $\sigma=\sigma_g+M_f\varepsilon_m$. A compressive growth stress can therefore reduce, cancel or outweigh the thermal tension.

**Yielding.** For $\sigma_x=\sigma_y=\sigma$ and $\sigma_z=0$, the von Mises equivalent stress is

$$\sqrt{\sigma_x^2-\sigma_x\sigma_y+\sigma_y^2}=|\sigma|.$$

By that criterion, the film stays elastic as long as $|\sigma|$ remains below its uniaxial yield stress at every temperature passed during cooling. If it yields or creeps, part of the mismatch is taken up by permanent strain, and $M_f\varepsilon_m$ no longer gives the stress.

**Edges.** A free side face carries no load, so the stress normal to it must vanish there. The film force $\sigma h_f$ builds up through shear at the interface. If that shear stress is at most comparable with $\sigma$, the build-up needs a distance of at least about $h_f$. This is only a lower bound. Seen from a distance $x\gg h_f$, the edge acts on the substrate as a line force $\sigma h_f$, which on an elastic half-space produces the surface strain $-2\sigma h_f/(\pi E_s'x)$, with $E'=E/(1-\nu^2)$. The film stress normal to the edge then falls short of $\sigma$ by the fraction $(2/\pi)(E_f'/E_s')\,h_f/x$, a slow decay. For the present moduli, $E_f'/E_s'=1.28$ and the shortfall reaches 1 percent only at roughly $80$ to $90$ film thicknesses from the edge. On a more compliant substrate this distance grows in proportion to $E_f'/E_s'$. The uniform biaxial result belongs to the interior of a film whose lateral size is much larger than the actual build-up distance.

**Moduli that vary with temperature.** For a film that is stress-free at $T_d$ and remains elastic, Hooke's law at $T_0$ relates the final stress to the final elastic strain. The modulus in $M_f\varepsilon_m$ is then the one at $T_0$. At an intermediate temperature, the stress follows in the same way from the modulus and the accumulated mismatch strain at that temperature.

The computed values for all three parts are collected in the numerical output.

## Table of computed values

```
Film Young modulus: 150.0 GPa
Film Poisson ratio: 0.25 (dimensionless)
Substrate Young modulus: 120.0 GPa
Substrate Poisson ratio: 0.20 (dimensionless)
Deposition temperature: 800.0 K
Final temperature: 300.0 K
Temperature drop: 500.0 K
Film expansion at final temperature: 8.000e-06 1/K
Film expansion slope: 4.000e-09 1/K^2
Substrate expansion at final temperature: 3.000e-06 1/K
Substrate expansion slope: 2.000e-09 1/K^2
Film thickness: 0.500 um
Substrate thickness: 500.0 um
Integrated film expansion: 4.500000e-03 (strain)
Integrated substrate expansion: 1.750000e-03 (strain)
Mismatch strain: 2.750000e-03 (strain)
Engineering mismatch strain: 2.753785e-03 (strain)
Engineering excess: 0.138 percent
Film biaxial modulus: 200.000 GPa
Substrate biaxial modulus: 150.000 GPa
Thermal film stress: 550.000 MPa
Thermal film stress, converted: 0.5500 GPa
Elastic normal strain of film: -1.833333e-03 (strain)
Stress with final-temperature alphas: 500.000 MPa
Error of that estimate: -9.09 percent
Stress with uniaxial modulus: 412.500 MPa
Error of that estimate: -25.00 percent
Thickness ratio film/substrate: 1.000e-03 (dimensionless)
Stiffness ratio q: 1.333333e-03 (dimensionless)
First-order free-plate reduction 4q: 0.5333 percent
Layered-plate stress, held flat: 549.268 MPa
Layered-plate stress, free to bend: 547.078 MPa
Stoney curvature magnitude: 0.044000 1/m
Layered-plate curvature magnitude: 0.043810 1/m
Stoney radius of curvature: 22.727 m
```
